# Exchange interaction of two 1s excitons at rest in two dimensions

To first order in their interaction, two excitons in the same mode, spread over an area $S$ much larger than their size, shift each other's energy by $g/S$, so the constant $g$ has the dimension of energy times area. In a strictly two-dimensional Coulomb model the available quantities are $\hbar$, the masses $m_e$ and $m_h$, and the coupling $e^2/\varepsilon$. The combination $\hbar^2/\mu$, with $\mu=m_em_h/(m_e+m_h)$, is already energy times area, and the coupling cannot multiply it in dimensionless form, since $e^2/\varepsilon\hbar$ is a velocity and the model has no other velocity. A $g$ that depends on neither momentum nor $S$ must therefore be $c\,\hbar^2/\mu$, with $c$ a function of $m_e/m_h$ at most, and independent of $\varepsilon$. Charge neutrality suggests where $c$ comes from: an exciton at rest is a uniform neutral charge distribution, so the classical interaction of two of them should vanish and leave the Pauli principle as the source. Both derivations below find, to first order in the interaction between excitons and for parallel spins,

$$g=8\pi\Big(1-\frac{315\pi^2}{4096}\Big)E_ba^2=6.06\,E_ba^2=\frac{3.03}{\mu},$$

with no dependence on the mass ratio. The condition is that both excitons carry the same momentum; zero momentum transfer alone is not sufficient.

## Model and 1s state

Hartree atomic units are used. Bands are parabolic, $M=m_e+m_h$, like charges repel and unlike charges attract through $V(r)=1/\varepsilon r$, and the interband electron-hole exchange is left out. The box is periodic, and $\int_k\equiv\int d^2k/(2\pi)^2=S^{-1}\sum_k$ for $S\gg a^2$.

For $\varphi(r)=\sqrt{2/\pi}\,e^{-r/a}/a$ one has $\varphi'=-\varphi/a$ and $\varphi''=\varphi/a^2$, so

$$-\frac{1}{2\mu}\Big(\varphi''+\frac{\varphi'}{r}\Big)-\frac{\varphi}{\varepsilon r}=\Big[-\frac{1}{2\mu a^2}+\frac1r\Big(\frac{1}{2\mu a}-\frac1\varepsilon\Big)\Big]\varphi .$$

The $1/r$ term vanishes for $a=\varepsilon/2\mu$, and then $E_b=1/2\mu a^2=1/\varepsilon a$. This $a$ is half the three-dimensional radius $\varepsilon/\mu$, and $E_ba^2=1/2\mu$.

Fourier transforms follow from $\int_0^\infty e^{-\sigma r}J_0(kr)\,dr=\int\frac{d\theta}{2\pi}(\sigma-ik\cos\theta)^{-1}=(\sigma^2+k^2)^{-1/2}$. The limit $\sigma\to0$ gives $V_q=2\pi/\varepsilon q$. Acting with $-\partial_\sigma$ gives $\int re^{-\sigma r}J_0\,dr=\sigma(\sigma^2+k^2)^{-3/2}$, and with $\sigma=1/a$,

$$\varphi_k=\sqrt{8\pi}\,a\,(1+k^2a^2)^{-3/2}.$$

The transform of $V\varphi$ is a convolution, so the Schrödinger equation reads

$$\int_{k'}V_{k-k'}\varphi_{k'}=\Big(E_b+\frac{k^2}{2\mu}\Big)\varphi_k=E_b(1+k^2a^2)\varphi_k.\tag{1}$$

An exciton at rest is $S^{-1/2}\varphi(\mathbf r_e-\mathbf r_h)=\sum_kc_k|e{:}\,k,\;h{:}\,{-k}\rangle$ in normalized plane waves, with real $c_k=\varphi_k/\sqrt S$ and $\sum_kc_k^2=1$.

## First derivation: the antisymmetrized four-particle state

Label the electrons $e_1,e_2$ and the holes $h_1,h_2$. The two ways of pairing them into excitons at rest are

$$D=S^{-1}\varphi(e_1h_1)\varphi(e_2h_2),\qquad X=S^{-1}\varphi(e_1h_2)\varphi(e_2h_1).$$

Swapping the electrons or swapping the holes turns $D$ into the same function, $P_eD=P_hD=X$, and $P_eP_hD=D$. For parallel spins the spin function is symmetric, so the spatial function is $(1-P_e)(1-P_h)D=2(D-X)$.

Split $H=H_{e_1h_1}+H_{e_2h_2}+W$, where the first two terms hold all kinetic energy and the binding attractions of $D$, and

$$W=V(e_1e_2)+V(h_1h_2)-V(e_1h_2)-V(e_2h_1).$$

Each factor of $D$ is an eigenstate, so $(H+2E_b)D=WD$. Since $P_e$ is Hermitian, commutes with $H$ and obeys $(1-P_e)^2=2(1-P_e)$,

$$\langle D-X|H+2E_b|D-X\rangle=2\langle D|(1-P_e)(H+2E_b)|D\rangle=2\langle D|W|D\rangle-2\langle X|W|D\rangle,$$

and in the same way the norm is $2(1-s)$ with $s=\langle X|D\rangle$. The energy above two free excitons is

$$\Delta E=\frac{\langle D|W|D\rangle-\langle X|W|D\rangle}{1-s}.\tag{2}$$

### Direct term

With $V(r)=S^{-1}\sum_pV_pe^{i\mathbf p\cdot\mathbf r}$ and $V_p=V_{-p}$, the four terms of $W$ factorize:

$$W=\frac1S\sum_pV_p\big(e^{i\mathbf p\cdot\mathbf r_{e_1}}-e^{i\mathbf p\cdot\mathbf r_{h_1}}\big)\big(e^{-i\mathbf p\cdot\mathbf r_{e_2}}-e^{-i\mathbf p\cdot\mathbf r_{h_2}}\big).$$

Let the first exciton go from rest to $S^{-1/2}e^{i\mathbf q\cdot\mathbf R}\varphi(r)$ and the second to momentum $-\mathbf q$. With $\beta_{e,h}=m_{e,h}/M$, the positions are $\mathbf r_e=\mathbf R+\beta_h\mathbf r$ and $\mathbf r_h=\mathbf R-\beta_e\mathbf r$. The $\mathbf R$ integral sets $\mathbf p=\mathbf q$, and the $\mathbf r$ integral leaves $F(\beta_hq)-F(\beta_eq)$, where the formula above with $\sigma=2/a$ gives

$$F(q)=\int d^2r\,\varphi^2e^{i\mathbf q\cdot\mathbf r}=\frac{4}{a^2}\frac{2/a}{(4/a^2+q^2)^{3/2}}=\Big(1+\frac{q^2a^2}{4}\Big)^{-3/2}.$$

The second exciton supplies the same real factor, so the direct amplitude is $V_d(q)/S$ with

$$V_d(q)=V_q\,[F(\beta_hq)-F(\beta_eq)]^2 .$$

At $q=0$ the bracket is $1-1$, the net charge, and $\langle D|W|D\rangle=0$ for any finite $V_0$. The Coulomb divergence does not spoil this. From $F\approx1-3q^2a^2/8$ and $\beta_h^2-\beta_e^2=\beta_h-\beta_e$ (because $\beta_e+\beta_h=1$), the bracket is $-\tfrac38(qa)^2(\beta_h-\beta_e)$; with $V_q=2\pi E_ba^2/qa$,

$$V_d\to2\pi\,\tfrac{9}{64}(\beta_h-\beta_e)^2(qa)^3E_ba^2 .$$

For $m_e=m_h$ the two form factors coincide and $V_d$ vanishes at every $q$.

If the excitons start with momenta $\mathbf Q\neq\mathbf Q'$ and end in $\mathbf Q+\mathbf q,\ \mathbf Q'-\mathbf q$, the term $P_eP_h$ of the antisymmetrizer lets the first exciton end in $\mathbf Q'-\mathbf q$. The initial plane wave $e^{i\mathbf Q\cdot\mathbf R}$ merely shifts the $\mathbf R$ integral, so this term is $V_d(|\mathbf Q'-\mathbf Q-\mathbf q|)$. At $q=0$ it survives for unequal masses unless $\mathbf Q=\mathbf Q'$. The exchange terms change as well, for any masses. With $\mathbf Q\neq\mathbf Q'$, $P_eD$ and $P_hD$ are different functions whose matrix elements depend on $\beta_e|\mathbf Q'-\mathbf Q|$ and $\beta_h|\mathbf Q'-\mathbf Q|$, and $P_eP_hD$ no longer doubles the norm, so for $|\mathbf Q'-\mathbf Q|a\ll1$ the shift of two different modes is $2g/S$, as for bosons with a contact coupling $g$.

### Exchange term

In plane waves,

$$D=\sum_{kk'}c_kc_{k'}|e_1{:}\,k,\ h_1{:}\,{-k},\ e_2{:}\,k',\ h_2{:}\,{-k'}\rangle,$$
$$X=\sum_{pp'}c_pc_{p'}|e_1{:}\,p,\ h_1{:}\,{-p'},\ e_2{:}\,p',\ h_2{:}\,{-p}\rangle .$$

The overlap needs $p=k$, $p'=k$, $p'=k'$, $p=k'$, so all four momenta are equal and $s=\sum_kc_k^4$. Each term of $W$ moves momentum $q$ between two particles with amplitude $\pm V_q/S$ and leaves the other two alone.

For $V(e_1e_2)$ the holes are spectators, which fixes $p'=k$ and $p=k'$. Electron 1 must go from $k$ to $k'$ and electron 2 from $k'$ to $k$, a transfer $k'-k$. The contribution is $S^{-1}\sum V_{k-k'}c_k^2c_{k'}^2$. For $V(h_1h_2)$ the electrons fix $p=k$, $p'=k'$, the holes trade $-k$ and $-k'$, and the contribution is the same.

For $-V(e_1h_2)$ the spectators $e_2$ and $h_1$ require $p'=k'$ and $p'=k$, hence $k'=k$. Electron 1 goes to $k+q$ and hole 2 to $-k-q$, which matches $X$ with $p=k+q$. The contribution is $-S^{-1}\sum V_{p-k}c_k^3c_p$. The term $-V(e_2h_1)$ gives the same after relabelling $1\leftrightarrow2$.

Four factors $c=\varphi/\sqrt S$ supply $S^{-2}$, which turns the two sums into integrals, so $-\langle X|W|D\rangle=g/S$ with $g=A-B$ and

$$A=2\int_k\!\int_{k'}V_{k-k'}\varphi_k^3\varphi_{k'},\qquad B=2\int_k\!\int_{k'}V_{k-k'}\varphi_k^2\varphi_{k'}^2.\tag{3}$$

Symmetrizing $2\varphi_k^3\varphi_{k'}\to\varphi_k\varphi_{k'}(\varphi_k^2+\varphi_{k'}^2)$ completes a square:

$$g=\int_k\!\int_{k'}V_{k-k'}\,\varphi_k\varphi_{k'}(\varphi_k-\varphi_{k'})^2.\tag{4}$$

For $V_q>0$ and a nodeless $\varphi_k$ the interaction is repulsive, the point $k=k'$ drops out, and the masses enter through $\varphi_k$, that is through $\mu$, alone. The term $A$ is the attraction lost because a pair state $(k,-k)$ filled by one exciton is closed to the other; $B$ is the exchange energy gained by like fermions.

### The integrals

With $u=k^2a^2$, $\int_k=(4\pi a^2)^{-1}\int_0^\infty du$ and $\varphi_k^4=64\pi^2a^4(1+u)^{-6}$. The overlap is $Ss=16\pi a^2\int(1+u)^{-6}du=16\pi a^2/5=10.05\,a^2$. Equation (1) does the $k'$ integral in $A$:

$$A=2E_b\,16\pi a^2\int_0^\infty\frac{du}{(1+u)^5}=8\pi E_ba^2 .$$

For $B$, insert $V_{k-k'}=\int d^2r\,V(r)e^{-i(\mathbf k-\mathbf k')\cdot\mathbf r}$. The momentum integrals separate into $f(r)^2$ with $f=\int_k\varphi_k^2e^{i\mathbf k\cdot\mathbf r}$, real and isotropic, and with $x=r/a$ and $1/\varepsilon=E_ba$,

$$B=2\int2\pi r\,dr\,\frac{f^2}{\varepsilon r}=4\pi E_ba^2\int_0^\infty f^2dx .$$

Write $(1+u)^{-3}=\tfrac12\int_0^\infty t^2e^{-t(1+u)}dt$ and use the Gaussian transform $\int_ke^{-tk^2a^2+i\mathbf k\cdot\mathbf r}=e^{-x^2/4t}/4\pi ta^2$:

$$f(x)=8\pi a^2\cdot\frac12\int_0^\infty\frac{t^2e^{-t-x^2/4t}}{4\pi ta^2}dt=\int_0^\infty t\,e^{-t-x^2/4t}dt ,$$

which has $f(0)=1$, as the normalization demands. In $f^2$, with variables $t$ and $t'$, the $x$ integral is Gaussian, $\int_0^\infty e^{-x^2(t+t')/4tt'}dx=\sqrt{\pi tt'/(t+t')}$. The substitution $t=\rho w$, $t'=\rho(1-w)$ has Jacobian $\rho$, and the powers of $\rho$ add to $2+\tfrac12+1$:

$$\int_0^\infty f^2dx=\sqrt\pi\int_0^\infty\rho^{7/2}e^{-\rho}d\rho\int_0^1[w(1-w)]^{3/2}dw=\sqrt\pi\,\Gamma(\tfrac92)\frac{\Gamma(\tfrac52)^2}{\Gamma(5)} .$$

With $\Gamma(\tfrac92)=105\sqrt\pi/16$, $\Gamma(\tfrac52)^2=9\pi/16$ and $\Gamma(5)=24$ this is $315\pi^2/2048$, so $B=(315\pi^3/512)E_ba^2$. Then $A=25.133$, $B=19.076$ and $g=6.057$ in units of $E_ba^2$, with $B/A=315\pi^2/4096=0.7590$, and

$$\Delta E=\frac{g/S}{1-16\pi a^2/5S}.$$

This form uses the continuum values of $g$ and $s$, so it gives only the leading finite-size correction; in a box a few $a$ wide, $g$ and $s$ shift as well and must be taken from the sums over $k$. For $S\gg a^2$ it reduces to $g/S$. A Bose Hamiltonian $\tfrac g2\int\psi^\dagger\psi^\dagger\psi\psi$ gives $N$ particles in one mode the energy $gN(N-1)/2S$, which is $g/S$ for $N=2$; this fixes the convention for $g$. The numerical check reproduces $A$, $B$ and $g$ by double momentum quadrature, and finds $g\mu=3.028$ at both $\varepsilon=5$ and $\varepsilon=10$ from an exciton solved in a Gaussian basis.

### Other spins

Treat the hole spin as a two-valued label on which $H$ does not act. If the electron and hole spin functions have exchange parities $\eta_e,\eta_h$ ($+1$ triplet, $-1$ singlet), the spatial function is

$$(1-\eta_eP_e)(1-\eta_hP_h)D=(1+\eta_e\eta_h)D-(\eta_e+\eta_h)X .$$

Triplet with triplet gives $D-X$ and $\Delta E=g/S(1-s)$. Singlet with singlet gives $D+X$; the steps to (2) repeat with $P_e\to-P_e$ and yield $-g/S(1+s)$. Singlet with triplet gives no state. If the electrons share a spin and the holes do not, the hole singlet component drops out and $g/S(1-s)$ remains. If both spins are opposite, the two allowed components appear with weights $1-s$ and $1+s$, and the energy numerator is $g/S-g/S=0$. The singlet-singlet channel is attractive at this order, but a shift that vanishes as $1/S$ is not a biexciton binding energy.

Equations (2) to (4), the vanishing of $\langle D|W|D\rangle$ and the spin results used the form of neither $V_q$ nor the dispersion beyond translation and inversion symmetry; the form-factor expression for $V_d(q)$ needs parabolic bands, and the closed integrals need the Coulomb 1s state. The general part is tested on four particles with spin on a $4\times4$ periodic lattice with unequal hoppings and a screened potential, where $\langle H\rangle$ evaluated in real space equals $0.194201/(1-0.114550)=0.219325$ Ha for the three repulsive cases, zero for opposite spins and $-0.174242$ Ha for the double singlet.

## Second derivation: the coherent pair state at low density

For one spin species of each carrier,

$$H=\sum_k\Big(\frac{k^2}{2m_e}e_k^\dagger e_k+\frac{k^2}{2m_h}h_k^\dagger h_k\Big)+\frac{1}{2S}\sum_{kk'q}V_q\big(e^\dagger_{k+q}e^\dagger_{k'-q}e_{k'}e_k+h^\dagger_{k+q}h^\dagger_{k'-q}h_{k'}h_k-2e^\dagger_{k+q}h^\dagger_{k'-q}h_{k'}e_k\big).$$

Take the BCS-type state $|\Phi\rangle=\prod_k(u_k+v_ke_k^\dagger h^\dagger_{-k})|0\rangle$ with real $u_k^2+v_k^2=1$. Because $(e_k^\dagger h_{-k}^\dagger)^2=0$, it is proportional to $\exp[\sum_k(v_k/u_k)e^\dagger_kh^\dagger_{-k}]|0\rangle$, the exponential of a quadratic form, and Wick's theorem applies. The nonzero contractions are $\langle e_k^\dagger e_k\rangle=\langle h^\dagger_{-k}h_{-k}\rangle=v_k^2$ and $\langle h_{-k}e_k\rangle=\langle e^\dagger_kh^\dagger_{-k}\rangle=u_kv_k$, the sign following from $h\,e\,e^\dagger h^\dagger|0\rangle=|0\rangle$. The mean number of pairs is $N=nS=\sum_kv_k^2$.

The Hartree contractions pair each outer creator with the outer annihilator and force $q=0$. They sum to $(V_0/2S)(N^2+N^2-2N^2)=0$, which is the vanishing direct term. In the electron-electron term the Fock contraction pairs $e^\dagger_{k+q}$ with $e_{k'}$, costs one transposition and forces $q=k'-k$, giving $-(2S)^{-1}\sum V_{k-k'}v_k^2v_{k'}^2$; the holes give the same. In the electron-hole term the pairing contraction $\langle e^\dagger h^\dagger\rangle\langle he\rangle$ needs no transposition and forces $k'=-k$, giving $-S^{-1}\sum_{kq}V_qu_{k+q}v_{k+q}u_kv_k$. The kinetic terms combine to $k^2/2\mu$, so

$$\frac ES=\int_k\frac{k^2}{2\mu}v_k^2-\int_k\!\int_{k'}V_{k-k'}\big(u_kv_ku_{k'}v_{k'}+v_k^2v_{k'}^2\big).$$

Set $v_k=\sqrt n\,\chi_k$ with $\int_k\chi_k^2=1$. For $v_k^2\ll1$, $u_ku_{k'}=1-\tfrac n2(\chi_k^2+\chi_{k'}^2)+O(n^2)$, and the two halves of the correction are equal by the symmetry $k\leftrightarrow k'$:

$$\frac ES=n\Big[\int_k\frac{k^2}{2\mu}\chi_k^2-\iint V\chi_k\chi_{k'}\Big]+n^2\Big[\iint V\chi_k^3\chi_{k'}-\iint V\chi_k^2\chi_{k'}^2\Big]+O(n^3).$$

The first bracket is the one-exciton energy functional, with minimum $-E_b$ at $\chi=\varphi$. The $n^2$ term shifts the optimal $\chi$ by $O(n)$; the first bracket is stationary, so it changes by $O(n^2)$ and $E/S$ by $O(n^3)$. The second bracket at $\chi=\varphi$ is $(A-B)/2$ by (3). Therefore

$$\frac ES=-E_bn+\tfrac12gn^2+O(n^3),\qquad \frac{\partial(E/S)}{\partial n}=-E_b+gn ,$$

with the $g$ of (4). The expansion parameter is the largest occupation, $n\varphi_0^2=8\pi na^2$. This route is not run separately in the numerical check, which covers the integrals it leads to.

## What each derivation assumes

The first derivation fixes the particle number at two excitons and freezes the wave function at $\varphi$. Within that state (2) holds at any $S$, it gives the finite-size factor $1/(1-s)$, and it covers all spin channels and, for the direct term, finite transfer. It says nothing directly about finite density; the step to $gn$ relies on the Bose mapping. The second derivation gives up fixed number, takes $S\to\infty$ first, and needs $8\pi na^2\ll1$. It yields the shift $gn$ without a mapping and shows that relaxing the internal function within the pair state matters first at order $n^3$. The two states are related: the two-pair component of $|\Phi\rangle$ is $(\sum_k(v_k/u_k)e_k^\dagger h^\dagger_{-k})^2|0\rangle$, which becomes $D-X$ as $v_k/u_k\to\sqrt n\,\varphi_k$.

They also share an omission. Each state contains pairs of zero total momentum and nothing else, so neither lets two excitons scatter into momenta $\pm\mathbf q$, in the 1s or in excited internal states, and so avoid each other. That is a two-exciton effect, of the same order in $n$ as $g$, and low density does not remove it. By the Rayleigh-Ritz principle $\Delta E$ is an upper bound on the lowest two-exciton energy of its sector. On the lattice, Lanczos iteration reaches $0.152$ Ha, about 31% below the first-order $0.219$ Ha; with $s=0.11$ that box is small, and the figure is no estimate for the continuum.

A model shows how large the correction can be. Replace the interaction by a disc of radius $R$ and height $U=g/\pi R^2$, whose integral is $g$. The reduced mass is $M/2$, so the s wave obeys $\psi''+\psi'/r+(k^2-MU)\psi=0$, and outside $\psi=J_0(kr)-\tan\delta\,Y_0(kr)$. Multiplying by $rJ_0$, subtracting the free equation for $J_0$ times $r\psi$ and integrating gives $r(J_0\psi'-\psi J_0')=M\int UJ_0\psi\,r\,dr$, and the Wronskian of $J_0$ and $Y_0$ makes the left side $-(2/\pi)\tan\delta$. In first order with $kR\ll1$, $\psi\approx J_0\approx1$ and $\int Ur\,dr=g/2\pi$, so $\tan\delta=-Mg/4$. The effective coupling $K(k)=-(4/M)\tan\delta$ thus has $g$ as its Born value. At small $k$, $Y_0\approx(2/\pi)[\ln(kr/2)+\gamma]$, and the outer solution must be proportional to the zero-energy solution $\ln(r/a_s)$, which vanishes at $r=a_s$:

$$K(k)\to-\frac{2\pi}{M\,[\ln(ka_s/2)+\gamma]} .$$

Inside, the zero-energy solution is $I_0(\kappa r)$ with $\kappa^2=gM/\pi R^2$, and matching logarithmic derivatives gives $\ln(R/a_s)=I_0(\kappa R)/\kappa RI_1(\kappa R)$. For a weak disc, with $y=\kappa R$, $I_0\approx1+y^2/4$ and $I_1\approx\tfrac y2(1+y^2/8)$, the right side is $2/y^2+\tfrac14=2\pi/gM+\tfrac14$, and $K=g/\{1-(gM/2\pi)[\ln(kR/2)+\gamma-\tfrac14]\}$. The Born value requires $(gM/2\pi)|\ln(kR/2)+\gamma-\tfrac14|\ll1$. For excitons $gM=3.028\,M/\mu$, and $M/\mu=(m_e+m_h)^2/m_em_h\ge4$, so $gM\ge12.1$ whatever $\varepsilon$ is. The constant $g$ is therefore a first-order matrix element and a mean-field coefficient, and the low-energy amplitude of a short-range model with this strength falls logarithmically below it.

Both derivations give (4) for any $V_q$, but the number 6.06 needs the bare Coulomb form. The Rytova-Keldysh potential $V_q=2\pi/\varepsilon q(1+r_0q)$ adds a length $r_0$, which voids the opening argument.

## Worked example

Take round model parameters $m_e=0.1$, $m_h=0.4$, $\varepsilon=10$, so $M=0.5$, $\mu=0.08$, $\beta_e=0.2$, $\beta_h=0.8$. Then $a=10/(2\times0.08)=62.5$ bohr (3.31 nm), $E_b=1/(10\times62.5)=0.0016$ Ha (43.5 meV) and $E_ba^2=6.25$ Ha bohr$^2$. The two terms are $A=25.133\times6.25=157.08$ and $B=19.076\times6.25=119.23$, so $g=37.85$ Ha bohr$^2$, or 2.88 µeV µm$^2$. At $n=10^{10}$ cm$^{-2}=2.80\times10^{-7}$ bohr$^{-2}$, $na^2=1.094\times10^{-3}$ and $8\pi na^2=0.027$, so the expansion within the pair state is controlled; this condition does not bound the omitted scattering correction. The mean-field shift is $gn=37.85\times2.80\times10^{-7}=1.06\times10^{-5}$ Ha $=0.288$ meV, which is $0.66\%$ of $E_b$.

The small-$q$ coefficient of the direct term is $2\pi\times\tfrac9{64}\times0.6^2=0.3181$. At $qa=0.1$ the law gives $3.181\times10^{-4}E_ba^2$ against the full $3.167\times10^{-4}E_ba^2$. The direct term grows to $0.0358$ at $qa=0.5$ and $0.215$ at $qa=1$, and peaks at $0.80\,E_ba^2$ near $qa=2.8$, which is 13% of the zero-transfer $g$; the exchange term at such transfers is not computed here.

The dimensionless strength is $gM=37.85\times0.5=18.9$. A disc with the chosen radius $R=2a$ has $a_s=1.17\,a$, and radial integration gives $K/g=0.147$, $0.073$ and $0.048$ at $ka=0.1$, $0.01$ and $0.001$. The logarithmic formula at the last point gives $2\pi/(18.93\times6.87)=0.048$. These ratios belong to the disc, a local stand-in for a nonlocal exchange interaction, and they depend on $R$. At the density above, $ka\sim(na^2)^{1/2}=0.033$ lies between the first two points, so in this model the shift would be several times smaller than $gn$; the $0.288$ meV is the first-order value, not an estimate of the full shift.

With the Rytova-Keldysh potential at $r_0=250$ bohr and the same $\mu$ and $\varepsilon$, the binding energy drops to $3.00\times10^{-4}$ Ha, while $g\mu$ falls from 3.03 to 2.64, a decrease of 13% relative to the Coulomb value.

## Table of computed values

```
overlap S<X|D> = 10.053096 a^2
A = 25.132741 Eb a^2 ; B = 19.076127 Eb a^2 ; B/A = 0.759015
g quadrature = 6.056614 Eb a^2 ; closed form = 6.056614 Eb a^2
g*mu = 3.028307 ; g*M for equal masses = 12.1132
lattice: E_X = -6.307277 Ha ; g/S = 0.194201 Ha ; s = 0.114550
lattice: |direct| at q=(pi/2,0), unequal masses = 5.884e-04 Ha
lattice dE parallel = 0.219325 Ha
lattice dE shared e spin = 0.219325 Ha
lattice dE both opposite = 0.000000 Ha
lattice dE triplet-triplet = 0.219325 Ha
lattice dE singlet-singlet = -0.174242 Ha
lattice Lanczos dE parallel = 0.151924 Ha
Gaussian basis eps=5: Eb = 6.40000e-03 Ha ; g*mu = 3.028
Gaussian basis eps=10: Eb = 1.60000e-03 Ha ; g*mu = 3.028
Keldysh r0 = 250 bohr, eps=10: Eb = 2.9970e-04 Ha ; g*mu = 2.640
me = 0.1 ; mh = 0.4 ; M = 0.50 ; mu = 0.080 (m0) ; eps = 10
beta_e = 0.20 ; beta_h = 0.80
a = 62.50 bohr = 3.307 nm
Eb = 0.00160 Ha = 43.54 meV ; Eb a^2 = 6.250 Ha bohr^2
A = 157.08 ; B = 119.23 Ha bohr^2
g = 37.854 Ha bohr^2 = 2.884 ueV um^2
n = 1e+10 cm^-2 = 2.8003e-07 bohr^-2 ; n a^2 = 1.094e-03
g n = 1.0600e-05 Ha = 0.288 meV ; g n/Eb = 6.625e-03
small-q law: V_d = 0.3181 (qa)^3 Eb a^2
V_d(qa=0.1) = 3.1674e-04 Eb a^2
V_d(qa=0.5) = 3.5828e-02 Eb a^2
V_d(qa=1.0) = 2.1452e-01 Eb a^2
max V_d = 0.8012 Eb a^2 at qa = 2.799
g*M = 18.927
disc R = 2 a: scattering length a_s = 1.1701 a
K/g at ka = 0.1, 0.01, 0.001: 0.1470, 0.0727, 0.0483
```
